\section*{Does a limiting potential predict the onset of hydrogen evolution?}

\section{The argument under review}

The manuscript considers hydrogen evolution as an unwanted side reaction at the cathode of a strongly acid plating bath. It assumes the path
\begin{align}
\mathrm{H^+}+e^-+{*}&\rightarrow \mathrm{H^*}, &&\text{(step 1)}\\
\mathrm{H^*}+\mathrm{H^+}+e^-&\rightarrow \mathrm{H_2}+{*}, &&\text{(step 2)}
\end{align}
where $*$ is a free surface site. From the free energy of adsorbed hydrogen, $G_{\rm H}=0.20$~eV, it obtains a limiting potential of $-0.20$~V. It then makes three claims.
\begin{enumerate}
\item Hydrogen evolution sets in at $-0.20$~V, so a cathode held at a less negative potential is safe.
\item Surfaces with the same $G_{\rm H}$ evolve hydrogen equally fast, and a surface with a more negative limiting potential evolves it more slowly.
\item Step 1, being the step that fixes the limiting potential, is the slow step.
\end{enumerate}
I have no objection to the limiting potential itself. The question is whether any of the three claims follows from it. To answer, one needs a model that produces a current, and the two steps above are enough.

\section{What the energies say}

Potentials $U$ are measured against the reversible hydrogen electrode, with standard proton activity and hydrogen pressure, and $e>0$. At $U=0$ the pair $\mathrm{H^+}+e^-$ has the free energy of $\tfrac12\mathrm{H_2}$. At potential $U$ the electron's energy changes by $-eU$. With $\tfrac12\mathrm{H_2}$ as the zero for each hydrogen, step 1 goes from $-eU$ to $G_{\rm H}$, and step 2 from $G_{\rm H}-eU$ to $0$:
\begin{equation}
\Delta G_1=G_{\rm H}+eU,\qquad \Delta G_2=-G_{\rm H}+eU .
\label{eq:dG}
\end{equation}
The limiting potential $U_{\rm L}$ is the least negative potential at which neither step is uphill. This requires $eU\le -G_{\rm H}$ and $eU\le G_{\rm H}$, hence
\begin{equation}
U_{\rm L}=-|G_{\rm H}|/e .
\end{equation}
The overall reaction is in equilibrium where $\Delta G_1+\Delta G_2=2eU=0$, that is, at $U=0$. Between $U=0$ and $U_{\rm L}$ one step is uphill, but the overall reaction is already downhill. An uphill step slows a reaction; it does not stop it.

\section{What a current needs in addition}

\subsection{Barriers}

Let the free energy along a reaction coordinate $x$ be $\lambda x^2$ before the step and $\lambda(x-1)^2+\Delta G$ after it. The curves cross where $0=-2\lambda x+\lambda+\Delta G$, so $x=(\lambda+\Delta G)/(2\lambda)$. The forward barrier is the height of the crossing,
\begin{equation}
a=\lambda x^2=\frac{(\lambda+\Delta G)^2}{4\lambda}
=B+\frac{\Delta G}{2}+\frac{\Delta G^2}{16B},\qquad B=\frac{\lambda}{4}.
\label{eq:parabola}
\end{equation}
Here $B$ is the intrinsic barrier, the barrier at $\Delta G=0$. It belongs to the path between the two states, whereas $\Delta G$ belongs to the end states, so the second does not fix the first. I drop the quadratic term for now and write
\begin{equation}
a_i=B_i+\beta\,\Delta G_i,\qquad \beta=\tfrac12 .
\label{eq:linear}
\end{equation}
The reverse barrier is measured from the final state and equals $a_i-\Delta G_i$. With the prefactor $k_{\rm B}T/h$ of transition-state theory,
\begin{equation}
k_i=\frac{k_{\rm B}T}{h}e^{-a_i/k_{\rm B}T},\qquad
\frac{k_{-i}}{k_i}=e^{\Delta G_i/k_{\rm B}T}.
\label{eq:k}
\end{equation}

\subsection{The steady current}

Let $\theta$ be the fraction of sites holding H$^*$. Sites are taken as equivalent and independent, and direct recombination of two H$^*$ is left out. The net rates per site are
\begin{equation}
r_1=k_1(1-\theta)-k_{-1}\theta,\qquad r_2=k_2\theta-k_{-2}(1-\theta).
\end{equation}
In the steady state $r_1=r_2=r$. Collecting the terms in $\theta$, with $S_i=k_i+k_{-i}$, gives
\begin{equation}
\theta=\frac{k_1+k_{-2}}{S_1+S_2}.
\end{equation}
Inserting this into $r_1=k_1-S_1\theta$,
\begin{align}
r&=\frac{k_1(S_1+S_2)-S_1(k_1+k_{-2})}{S_1+S_2}
=\frac{k_1S_2-k_{-2}S_1}{S_1+S_2}\nonumber\\
&=(\theta_1-\theta_2)\,\frac{S_1S_2}{S_1+S_2},\qquad
\theta_1=\frac{k_1}{S_1},\quad \theta_2=\frac{k_{-2}}{S_2}.
\label{eq:r}
\end{align}
By Eq.~(\ref{eq:k}),
\begin{equation}
\theta_1=\frac{1}{1+e^{\Delta G_1/k_{\rm B}T}},\qquad
\theta_2=\frac{1}{1+e^{-\Delta G_2/k_{\rm B}T}} .
\end{equation}
These are the coverages that each step would establish if it acted alone. Their difference drives the reaction and contains no barrier. The barriers sit in the second factor, which combines the two speeds like conductances in series. Each turnover passes two electrons, so with $N_{\rm s}$ sites per area the cathodic current density, counted positive, is
\begin{equation}
j=2eN_{\rm s}\,r .
\label{eq:j}
\end{equation}

The driving factor vanishes when $\Delta G_1=-\Delta G_2$, which is $U=0$. For small $|U|$ both coverages are near $\theta_0=1/(1+e^{G_{\rm H}/k_{\rm B}T})$. Their slopes are $d\theta_1/dU=-\theta_0(1-\theta_0)e/k_{\rm B}T$ and the opposite for $\theta_2$, so
\begin{equation}
\theta_1-\theta_2\simeq-\frac{2eU}{k_{\rm B}T}\,\theta_0(1-\theta_0).
\label{eq:small}
\end{equation}
The current therefore starts linearly at equilibrium and has no threshold at $U_{\rm L}$. For $G_{\rm H}>0$ the coverage $\theta_1$ passes through one half there, but it does so smoothly, over a few $k_{\rm B}T/e$. An onset has to be defined by a stated current density $j^*$.

\section{Three surfaces with one limiting potential}

Take $T=298.15$~K, so $k_{\rm B}T=0.02569$~eV and $k_{\rm B}T/h=6.212\times10^{12}$~s$^{-1}$, and $N_{\rm s}=10^{15}$~cm$^{-2}$, so $2eN_{\rm s}=0.3204$~mC/cm$^2$. Three model surfaces share $G_{\rm H}=0.20$~eV and differ in their intrinsic barriers $(B_1,B_2)$: ``fast'' has $(0.60,0.60)$~eV, ``slow'' $(0.90,0.90)$~eV and ``crossed'' $(0.60,0.90)$~eV.

At $U_{\rm L}=-0.20$~V, Eq.~(\ref{eq:dG}) gives $\Delta G_1=0$ and $\Delta G_2=-0.40$~eV. Hence $\theta_1=\tfrac12$, $\theta_2$ is negligible, and the driving factor is $0.500$ on all three surfaces.

On the fast surface the forward barriers are $0.60$ and $0.60-0.20=0.40$~eV. Then $k_1=k_{-1}=448$~s$^{-1}$, so $S_1=896$~s$^{-1}$, while $S_2=1.08\times10^{6}$~s$^{-1}$. The slower step dominates the series combination, which is $895$~s$^{-1}$, and $r\simeq0.500\times895=447.5$~s$^{-1}$. The current density is $0.3204\times447.5\simeq143$~mA/cm$^2$.

On the slow surface all four rate constants are smaller by the same factor. In general, adding $\delta$ to both intrinsic barriers in Eq.~(\ref{eq:linear}) multiplies every $k_{\pm i}$ by $e^{-\delta/k_{\rm B}T}$. The coverage, a ratio of rate constants, does not change; the current is multiplied by $e^{-\delta/k_{\rm B}T}$ at every potential. With $\delta=0.30$~eV the factor between fast and slow is $1.18\times10^{5}$, and the slow surface carries $1.2\times10^{-3}$~mA/cm$^2$. Both have the coverage $4.2\times10^{-4}$, so under the linear barrier law even a measured coverage would not tell them apart. With the quadratic term of Eq.~(\ref{eq:parabola}) the coverages at $U_{\rm L}$ become $8.0\times10^{-4}$ and $6.4\times10^{-4}$, a small difference beside five decades of current.

On the crossed surface $S_1=896$~s$^{-1}$ as before, but $S_2=9.14$~s$^{-1}$. Then
\begin{equation}
r=0.500\times\frac{896\times9.14}{896+9.14}\simeq4.52~\mathrm{s^{-1}},
\end{equation}
and $j\simeq1.45$~mA/cm$^2$. One limiting potential thus goes with three currents spread over five orders of magnitude.

\section{Which step is slow?}

The third claim can be tested by lowering one intrinsic barrier at fixed energies and watching the rate. Since $S_i\propto e^{-B_i/k_{\rm B}T}$ and the driving factor does not contain $B_i$,
\begin{equation}
X_1=\frac{\partial\ln r}{\partial(-B_1/k_{\rm B}T)}
=\frac{\partial\ln r}{\partial\ln S_1}
=1-\frac{S_1}{S_1+S_2}=\frac{S_2}{S_1+S_2},
\end{equation}
and likewise $X_2=S_1/(S_1+S_2)$. The two add up to one, and control lies with the step of smaller $S_i$. At $U_{\rm L}$ step 1 has $X_1=0.999$ on the fast and slow surfaces but $X_1=0.010$ on the crossed one. There step 2 controls the rate, although it is downhill by $0.40$~eV and step 1 fixes $U_{\rm L}$. At $U_{\rm L}$ the third claim thus holds on two of these surfaces and fails on the third, and the energies cannot say which case applies. Close to $U=0$ the fast and slow surfaces share control almost equally between the steps, since equal intrinsic barriers make $S_1=S_2$ at equilibrium.

\section{Where the onset lies}

\subsection{Step 1 in control}

Suppose $S_2\gg S_1$ and $\theta_2\ll\theta_1$. Then Eq.~(\ref{eq:r}) reduces to $r\simeq\theta_1S_1=k_1$. Setting $2eN_{\rm s}k_1=j^*$ and taking the logarithm gives
\begin{equation}
B_1+\beta\Delta G_1=B^*,\qquad
B^*=k_{\rm B}T\ln\frac{2eN_{\rm s}k_{\rm B}T}{h\,j^*}.
\label{eq:Bstar}
\end{equation}
The threshold barrier $B^*$ is the forward barrier that lets through just the current $j^*$. For $G_{\rm H}>0$ one has $\Delta G_1=e(U-U_{\rm L})$, so
\begin{equation}
U_{\rm on}\simeq U_{\rm L}-\frac{B_1-B^*}{\beta e}.
\label{eq:on1}
\end{equation}
Within this approximation, the onset lies beyond $U_{\rm L}$ if $B_1>B^*$ and before it if $B_1<B^*$. The two coincide when $B_1=B^*$, and $B^*$ depends on the current one chooses to call an onset.

For $j^*=10$~mA/cm$^2$, $B^*=0.6684$~eV. The slow surface has $U_{\rm on}\simeq-0.20-0.2316/0.5\simeq-0.663$~V, which agrees with a numerical root of the full current. For the fast surface the estimate is $-0.20+0.0684/0.5\simeq-0.063$~V and the root is $-0.067$~V. The difference comes mainly from H$^*$ that returns to solution before step 2 can use it. With equal intrinsic barriers and $\beta=\tfrac12$, $k_{-1}/k_2=e^{eU/k_{\rm B}T}$, about $0.07$ at this onset. Making up a loss of 7\% takes roughly $0.07\,k_{\rm B}T/(\beta e)\simeq4$~mV.

\subsection{Step 2 in control}

If $S_1\gg S_2$ and $\theta_2\ll\theta_1$, then $r\simeq\theta_1k_2$. Near full coverage $\theta_1\simeq1$, and the threshold condition is $B_2+\beta(-G_{\rm H}+eU)=B^*$, or
\begin{equation}
eU_{\rm on}\simeq G_{\rm H}-\frac{B_2-B^*}{\beta}.
\label{eq:on2}
\end{equation}
For the crossed surface this gives $0.20-0.463=-0.263$~V; the full root is $-0.268$~V, where the coverage is $0.92$ rather than one. For $G_{\rm H}>0$, the first term has the opposite sign to $eU_{\rm L}$: while the coverage stays high, weaker binding makes the onset less negative and the limiting potential more negative.

For $G_{\rm H}<0$, by contrast, $G_{\rm H}=eU_{\rm L}$, and Eq.~(\ref{eq:on2}) takes the form of Eq.~(\ref{eq:on1}) with $B_2$ in place of $B_1$.

\subsection{The choice of threshold}

\begin{center}
\begin{tabular}{lccc}
\hline
surface & $j(U_{\rm L})$ & $U_{\rm on}$, 10 mA/cm$^2$ & $U_{\rm on}$, 0.1 mA/cm$^2$\\
 & (mA/cm$^2$) & (V) & (V)\\
\hline
fast & $143$ & $-0.067$ & $-0.001$\\
crossed & $1.45$ & $-0.268$ & $-0.144$\\
slow & $0.0012$ & $-0.663$ & $-0.427$\\
\hline
\end{tabular}
\end{center}

All three surfaces have $U_{\rm L}=-0.20$~V. At the larger threshold their onsets span $0.60$~V. The crossed surface starts after $U_{\rm L}$ by one definition and before it by the other. With hydrogen held at its standard pressure, the fast surface reaches $0.1$~mA/cm$^2$ within about 1~mV of equilibrium, in the linear regime of Eq.~(\ref{eq:small}). The first claim is thus unsafe in the direction that matters to the plater.

The change with threshold follows from the Tafel slope, the potential needed for one decade of current. When $r\simeq k_1$, $\ln j$ contains $-\beta eU/k_{\rm B}T$, and the slope is $k_{\rm B}T\ln10/(\beta e)=118$~mV. Two decades then move the slow onset by $0.24$~V, as in the table. Both figures belong to the linear barrier law; with the quadratic term of Eq.~(\ref{eq:parabola}) the slope at the slow surface's 10~mA/cm$^2$ onset is about $137$~mV and the move is $0.26$~V. When step 2 controls at low coverage, $\theta_1\simeq e^{-\Delta G_1/k_{\rm B}T}$ adds a further $-eU/k_{\rm B}T$, and the slope is $k_{\rm B}T\ln10/[(1+\beta)e]=39$~mV. The crossed surface has a numerically differentiated slope of $40$~mV at $-0.09$~V and $118$~mV at $-0.45$~V, where its sites have filled; with the quadratic term these become $41$ and $144$~mV.

\section{What the limiting potential can still do}

The energies do limit the current from above. From $r=k_1(1-\theta)-k_{-1}\theta$ it follows that $r\le k_1$, and in the same way $r\le k_2$. A forward barrier can be neither negative nor lower than the final state, so $a_i\ge\max(0,\Delta G_i)$ and
\begin{equation}
r\le\frac{k_{\rm B}T}{h}\,e^{-\max(0,\Delta G_1,\Delta G_2)/k_{\rm B}T}.
\end{equation}
At $U=-0.05$~V, where step 1 is uphill by $0.15$~eV, this ceiling is $5.8\times10^{9}$~mA/cm$^2$. It is no estimate of a current; it shows how little the uphill step forbids. By Eq.~(\ref{eq:Bstar}) the ceiling falls to 10~mA/cm$^2$ only when a step is uphill by $B^*=0.67$~eV.

The limiting potential can also rank surfaces, under a condition. If step 1 controls, $G_{\rm H}>0$, and $B_1$, $\beta$, $N_{\rm s}$ and $T$ are common to the surfaces compared, Eq.~(\ref{eq:on1}) shifts every $U_{\rm L}$ by one constant. The order is then right, though the values need not be. Without a common barrier the order can reverse. A fourth surface with $G_{\rm H}=0.35$~eV and both intrinsic barriers at $0.60$~eV has $U_{\rm L}=-0.35$~V, more negative than that of the slow surface, yet it reaches 10~mA/cm$^2$ at $-0.213$~V, against $-0.663$~V. This disposes of the second claim.

\section{The model beside a real bath}

The site density, room temperature and acid concentration of 1~mol/L are round values, the last standing for a strongly acid bath; the barriers are model choices and describe no particular metal. The barriers are a large source of uncertainty. An error of $0.1$~eV in both, a rough figure for computed barriers, changes the current by a factor of $49$ and the slow onset by $0.20$~V. Temperature matters too: at 333~K, with energies and barriers held fixed, the slow onset moves to less negative potential by $163$~mV. The quadratic term of Eq.~(\ref{eq:parabola}) moves it the other way by about $35$~mV; it also moves the crossed onset from $-0.268$ to $-0.299$~V and lowers the crossed current at $U_{\rm L}$ from $1.45$ to $0.94$~mA/cm$^2$. Proton tunnelling through an inverted parabola of frequency $\nu$ multiplies the rates by $(u/2)/\sin(u/2)$, with $u=h\nu/k_{\rm B}T<2\pi$. This is the thermal average of the transmission $1/(1+e^{-2\pi E/h\nu})$, $E$ being the energy above the barrier top. For a rough $1000$~cm$^{-1}$ the factor is $3.6$ and the slow onset becomes less negative by $66$~mV.

Some other omissions matter at high current or high coverage. Diffusion through a stagnant film $0.01$~cm thick, with a proton diffusivity of $9.3\times10^{-5}$~cm$^2$/s, supplies at most $FDc/d=897$~mA/cm$^2$, where $F$ is the Faraday constant, $D$ the diffusivity, $c$ the acid concentration and $d$ the film thickness. Including it lowers the fast current at $U_{\rm L}$ from $143$ to $124$~mA/cm$^2$. In acid a hundred times more dilute, diffusion alone could not supply 10~mA/cm$^2$ through the same film. These figures leave out migration in the electric field, which without a supporting salt can double the limiting current of a fully dissociated acid with a monovalent anion. The product must also leave. With a rough H$_2$ solubility of $0.78$~mmol/L per bar and diffusivity of $4.5\times10^{-5}$~cm$^2$/s, the same film carries only about $0.7$~mA/cm$^2$ per bar of excess hydrogen. The fast onset at $0.1$~mA/cm$^2$ then lies at about $-3$~mV in a bath saturated at 1~bar and at about $+22$~mV in a bath free of H$_2$; the crossed onsets do not change. Over $0.1$~cm of solution of conductivity $0.3$~S/cm, the ohmic drop is $3$~mV at 10~mA/cm$^2$ and $48$~mV at $143$~mA/cm$^2$. If H$^*$ is destabilized by $0.2$~eV between empty and full coverage, the crossed onset becomes less negative by $15$~mV.

Recombination of two H$^*$ would run at $(k_{\rm B}T/h)e^{-a_{\rm r}/k_{\rm B}T}\theta^2$ per site, with $a_{\rm r}$ its barrier. On the fast and slow surfaces both steps have the same intrinsic barrier, and with $\beta=\tfrac12$ this gives $\theta/(1-\theta)=e^{-G_{\rm H}/k_{\rm B}T}$ at every potential. That is the coverage in equilibrium with hydrogen at its standard pressure, so dissociation of H$_2$ cancels recombination and the current is unchanged. This exact cancellation belongs to the linear barrier law. With the quadratic term of Eq.~(\ref{eq:parabola}) the coverage rises above its equilibrium value, and recombination with $a_{\rm r}=0.1$~eV makes the slow onset more negative by about $30$~mV. On the crossed surface H$^*$ is plentiful and the reverse process is negligible. There recombination matches the computed rate at the 10~mA/cm$^2$ onset if $a_{\rm r}=0.66$~eV, and a lower barrier makes the onset less negative. The crossed result is therefore the one most exposed to this omission. The metal deposition itself, which renews the surface and competes for sites, is outside the model.

\section{Recommendation}

The manuscript should report $-0.20$~V as the potential beyond which no step is uphill, and withdraw the statement that a less negative cathode is safe. To predict an onset it needs, besides the energies, the barriers of both steps as functions of potential, the site density, the temperature and a stated current density. For an onset close to equilibrium it also needs the hydrogen activity at the surface. Where H$^*$ is plentiful it also needs the barrier to recombination. If barriers are out of reach, a ranking by $U_{\rm L}$ may be kept for surfaces with $G_{\rm H}>0$ on which there is reason to expect that step 1 controls the rate and that its intrinsic barriers differ by much less than $\beta e$ times the difference in $U_{\rm L}$. Site density, temperature and $\beta$ should be alike as well. If step 2 controls, the order can be reversed.
